# The double-delta integral in a tetrahedron and for a parabolic band, part 2

Let $a(\mathbf k)$ and $b(\mathbf k)$ be linear in a tetrahedron $T$ of volume $V$, with gradients $\mathbf v_a,\mathbf v_b$ and corner values $a_i,b_i$. In applications they are interpolated band energies relative to $E_F$, at $\mathbf k$ and $\mathbf k+\mathbf q$. We study $I(E,E')=\int_T\delta(a-E)\,\delta(b-E')$, with $I=I(0,0)$, in Hartree atomic units. Each delta is the limit $\sigma\to0$ of $\delta_\sigma(x)=e^{-x^2/2\sigma^2}/(\sigma\sqrt{2\pi})$; $J_\sigma$ is the integral at finite $\sigma$.

For $\mathbf m=\mathbf v_a\times\mathbf v_b\ne0$, $I=L/|\mathbf m|$, with $L$ the length of the line $a=b=0$ inside $T$, between endpoints $P$ and $Q$. A segment in a face counts one half, one along an edge $\varphi/2\pi$, with $\varphi$ the wedge angle in the energy plane. If the line pierces the faces opposite corners $i$ and $m$, and $k,l$ are the other two, the corner formula is

$$
I[1]=6V\,\frac{|D_{kl}|}{|S_i\,S_m|},
$$

with $D_{kl}=a_kb_l-a_lb_k$ and $S_i=D_{jk}+D_{kl}+D_{lj}$ for the corners $j<k<l$ of face $i$. A linear weight with corner values $F_i$ gives $\sum_iw_iF_i$, $w_i=I[1]\,\lambda_i(\mathbf k_{\rm mid})$, with $\lambda_i$ barycentric coordinates and $\mathbf k_{\rm mid}$ the segment's midpoint.

With no three points $p_i=(a_i,b_i)$ collinear, $I(E,E')$ is a pyramid over their convex hull, of area $A$ and height $3V/A$, with kinks only on segments joining the $p_i$. When the nearest kink is many $\sigma$ from the origin, $J_\sigma$ and $I$ agree up to exponentially small terms (section 5). The sum rule is

$$
\int dE'\,I(E,E')=g(E)\equiv\int_Td^3k\,\delta(a-E)=\frac{\mathcal A(E)}{|\mathbf v_a|},
$$

with $\mathcal A(E)$ the area of the section $a=E$, and for distinct $a_i$

$$
g(E)=3V\sum_i\frac{(a_i-E)_+^2}{\prod_{j\neq i}(a_i-a_j)},
$$

where $(x)_+=\max(x,0)$.

The example has corners $(0,0,0)$, $(h,0,0)$, $(h,h,0)$, $(h,h,h)$, $h=0.2$ bohr$^{-1}$, $a_i=(-0.06,\,0.05,\,0.06,\,-0.04)$ Ha and $b_i=(-0.02,\,-0.03,\,0.09,\,0.08)$ Ha. It gives $I=0.150376$ bohr$^{-3}$ Ha$^{-2}$, $g(0)=0.0189899$ bohr$^{-3}$ Ha$^{-1}$ and, near $E=0$, $g''=-14.1414$ bohr$^{-3}$ Ha$^{-3}$.

## 6. Parallel gradients

Let $b=c\,a+\eta\,u$ with a constant $c$, a fixed linear function $u$ whose gradient is not parallel to $\mathbf v_a$, and $\eta\to0$. Then $\mathbf v_a\times\mathbf v_b=\eta\,\mathbf v_a\times\mathbf v_u$. On the plane $a=E$ one has $b-E'=\eta\,[u-(E'-cE)/\eta]$, so the chord is that of the pair $(a,u)$ at displaced energies, and

$$
I(E,E')=\frac1{|\eta|}\,I_u\!\Big(E,\ \frac{E'-cE}{\eta}\Big),
$$

with $I_u$ the double-delta integral for $a$ and $u$. At $E'=cE$ the line is the same for all $\eta$ and $I=I_u(E,0)/|\eta|$ diverges, provided that line meets $T$. At a fixed offset $E'-cE\neq0$ the second argument leaves the support of $I_u$ as $\eta\to0$, and $I$ becomes exactly zero. The support in $E'$ has the width $|\eta|(u_{\max}-u_{\min})$, the extremes being taken over the section $a=E$, while the area under the curve stays $g(E)$ by the sum rule. A non-negative function of fixed area whose support shrinks to a point tends to a delta function, $I(E,E')\to g(E)\,\delta(E'-cE)$. The singularity of $1/|\mathbf v_a\times\mathbf v_b|$ is this delta function evaluated on its support.

For the example take $c=-1$, the nesting case of opposite velocities, and $u$ equal to the earlier $b$, so $b_\eta=-a+\eta b$. On the section $a=0$ the extremes of $u$ lie on the edges 1–2 and 4–3, where linear interpolation gives $-0.0028/0.11$ and $0.0084/0.10$ Ha, a range of $0.109455$ Ha. The last column is the quadrature at $\sigma=0.002$ Ha; $I$ and $J_\sigma$ are in bohr$^{-3}$ Ha$^{-2}$.

| $\eta$ | angle (deg) | $I$ | width (Ha) | $J_\sigma$ |
|---|---|---|---|---|
| 1 | 139.58 | 0.15038 | 0.109455 | 0.15038 |
| 0.5 | 157.46 | 0.30075 | 0.054727 | 0.30075 |
| 0.1 | 175.35 | 1.50376 | 0.010945 | 1.45634 |
| 0.01 | 179.54 | 15.0376 | 0.001095 | 2.65349 |
| 0.001 | 179.95 | 150.376 | 0.000109 | 2.67633 |

The row $\eta=1$ has the same $I$ as the original pair although the angle has changed from $86.50^\circ$ to $139.58^\circ$: adding a multiple of $a$ to $b$ alters neither the line nor the cross product. For every row the program tests that $\int dE'\,I(0,E')=0.0189899$ bohr$^{-3}$ Ha$^{-1}$, that $I$ switches from positive to zero at the two ends of the stated width, and that $\eta I$ equals the quadrature of the original pair. At $\eta=0.5$ a direct quadrature with $\sigma=0.0013$ Ha gives $0.300752$, tested against $2I$ to $10^{-6}$.

For exactly parallel gradients, $b=ca+d$, the integrand depends on $\mathbf k$ only through $a$, so $J_\sigma=\int dE\,g(E)\,\delta_\sigma(E)\,\delta_\sigma(cE+d)$. The exponent is rearranged by completing the square,

$$
E^2+(cE+d)^2=(1+c^2)E^2+2cdE+d^2=(1+c^2)(E-E_0)^2+\frac{d^2}{1+c^2},\qquad E_0=-\frac{cd}{1+c^2},
$$

where the constant is $d^2-c^2d^2/(1+c^2)$. With $s^2=\sigma^2/(1+c^2)$ the product of Gaussians equals $\frac{1}{2\pi\sigma^2}e^{-d^2/2\sigma^2(1+c^2)}\,s\sqrt{2\pi}\;\delta_s(E-E_0)$. If $E_0$ is many $s$ away from the nearest $a_i$, $g$ is quadratic under the Gaussian and its average is $g(E_0)+\tfrac12s^2g''$, so

$$
J_\sigma=\frac{e^{-d^2/2\sigma^2(1+c^2)}}{\sigma\sqrt{2\pi(1+c^2)}}\Big[g(E_0)+\tfrac12s^2g''\Big].
$$

For coincident planes, $d=0$, that cut $T$, so that $g(0)>0$, this grows as $1/\sigma$ and has no limit. For distinct planes it vanishes faster than any power of $\sigma$. Coincident planes that only touch $T$ lie outside this formula, because $E_0=0$ is then a corner value: along an edge, $a_1=a_2=0$ with $a_3,a_4>0$, one has $g\approx6VE_+/a_3a_4$ and $J_\sigma$ tends to the finite value $6V/[2\pi(1+c^2)\,a_3a_4]$, while at a vertex $g\propto E_+^2$ and $J_\sigma\to0$. With $c=-1$, $d=0$, $\sigma=0.002$ Ha one has $s^2=2\times10^{-6}$ Ha$^2$ and

$$
J_\sigma=\frac{0.0189899-\tfrac12(2\times10^{-6})(14.1414)}{0.002\sqrt{4\pi}}=2.67648\ \text{bohr}^{-3}\,\text{Ha}^{-2},
$$

against $1.78266$ at $\sigma=0.003$ Ha, a ratio of $1.501$ where the leading $1/\sigma$ alone gives $1.5$. For $d=0.01$ Ha narrowing the Gaussian lowers the value, from $0.110987$ to $0.005174$. All four values are tested against quadrature to a relative $10^{-7}$.

The table shows that the limits $\sigma\to0$ and $\eta\to0$ do not commute. While the nearest kink of the collapsing pyramid is many $\sigma$ from the origin, the broadened and sharp values agree, as in section 5; at $\eta=0.1$ the broadened one is $3\%$ below $I$; below that it saturates at the parallel value, and the value at $\eta=0.001$ is tested against the leading term $g(0)/(\sigma\sqrt{4\pi})$ to a relative $2\times10^{-3}$. The distance from saturation is $0.0230$ at $\eta=0.01$ and $0.00015$ at $\eta=0.001$, which is not a pure $\eta^2$ law. Expanding $\delta_\sigma(-a+\eta u)$ in $\eta$ shows why. With $\delta_\sigma'(-E)=(E/\sigma^2)\delta_\sigma(E)$, $\delta_\sigma''(-E)=(E^2/\sigma^4-1/\sigma^2)\delta_\sigma(E)$, and $\delta_\sigma(E)^2$ equal to $1/(\sigma\sqrt{4\pi})$ times a Gaussian of variance $\sigma^2/2$, the first two orders are, each to leading order in $\sigma$,

$$
J_\sigma(\eta)-J_\sigma(0)=\frac{1}{\sigma\sqrt{4\pi}}\Big[\frac{\eta}{2}\,g_u'(0)-\frac{\eta^2}{4\sigma^2}\,g_{u^2}(0)\Big],\qquad g_\phi(E)=\int_T\phi\,\delta(a-E).
$$

A term linear in $\eta$ is present whenever $g_u'(0)\neq0$; if $g_u'(0)=0$, a smaller one, $\eta\,\sigma^2g_u'''/8$ inside the bracket, remains in general because $g_u$ is cubic in $E$. In the example, integrating $u$ and $u^2$ over the sections $a=E$ gives $g_u'(0)=+1.31\times10^{-3}$ bohr$^{-3}$ Ha$^{-1}$. At $\eta=0.001$ the two terms are $+0.00009$ and $-0.00024$, with sum $-0.00015$, and at $\eta=0.01$ they are $+0.0009$ and $-0.0241$, with sum $-0.0232$ against the tabulated $-0.0230$.

For real bands the large values in the third column need a caution. Linear interpolation replaces the velocity by a constant in each tetrahedron, with an error of the order of the band curvature times the edge length. When the errors of the two velocities are unrelated (they are not for one band at small $\mathbf q$, see section 7) and the component of $\mathbf v_b$ perpendicular to $\mathbf v_a$ is no larger than that error, the interpolated $|\mathbf m|$ is uncertain by its own size, and $L/|\mathbf m|$ is exact for the interpolant but no longer an estimate for the bands. The integrated weight $g(E)$ does not contain $\mathbf v_b$ and is free of this sensitivity.

## 7. A whole Fermi surface: the parabolic band

For $\varepsilon_{\mathbf k}=k^2/2$ and $E_F=k_F^2/2$ define, without spin or $(2\pi)^{-3}$ factors, $\zeta(\mathbf q)=\int d^3k\,\delta(\varepsilon_{\mathbf k}-E_F)\,\delta(\varepsilon_{\mathbf k+\mathbf q}-E_F)$. Take $z$ along $\mathbf q$, $\rho$ the distance from that axis, and $y=\rho^2/2$, so $d^3k=2\pi\,dy\,dz$. On the support of the first delta the argument of the second can be replaced by the difference $\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=qz+q^2/2$. The $z$ integral gives $1/q$ and sets $z=-q/2$, and the $y$ integral of $\delta(y+q^2/8-E_F)$ over $y>0$ gives one if $q<2k_F$ and zero if $q>2k_F$:

$$
\zeta=\frac{2\pi}{q}\quad(q<2k_F),\qquad \zeta=0\quad(q>2k_F).
$$

The geometric form gives the same. The two spheres meet on a circle of radius $\rho=\sqrt{k_F^2-q^2/4}$, the velocities are $\mathbf k$ and $\mathbf k+\mathbf q$, and $|\mathbf k\times(\mathbf k+\mathbf q)|=|\mathbf k\times\mathbf q|=\rho q$ all round the circle, so length over cross product is $2\pi\rho/\rho q$. The two parallel limits behave differently. As $q\to0$ the spheres merge, the circle keeps a finite length, and $\zeta$ diverges as $1/q$, like $1/\eta$ above. As $q\to2k_F$ the velocities become antiparallel, but the length vanishes in proportion to the cross product, and $\zeta$ stays finite up to a step.

With the round values $k_F=0.5$ bohr$^{-1}$, $E_F=0.125$ Ha and $q=0.5$ bohr$^{-1}$, $\rho=0.43301$ bohr$^{-1}$ and $\zeta=2.72070/0.21651=12.566$ bohr$^{-3}$ Ha$^{-2}$, or $0.11453$ Å$^{-3}$ eV$^{-2}$. Quadrature of the two broadened deltas in $(y,z)$ gives $12.56637$, tested against $2\pi/q$ to $10^{-8}$.

The mesh calculation uses cubes of side $h$, each cut into six tetrahedra of the type used above, with the corner formula summed over them. To avoid segments on faces, $\mathbf q$ points along $(0.36,\,0.48,\,0.80)$ and the mesh is shifted by $(0.137,\,0.291,\,0.419)h$. Three properties of the interpolant can be derived. First, each gradient component is a difference along a cube edge, $[(x+h)^2-x^2]/2h=x+h/2$, so $\mathbf v_a=\mathbf k_c$, the cube centre, $\mathbf v_b=\mathbf k_c+\mathbf q$, and each segment is weighted by $1/(\rho_cq)$ with $\rho_c$ the distance of the centre from the axis. Second, $b-a=\mathbf k\cdot\mathbf q+q^2/2$ is linear and is interpolated without error, so the factor $1/q$ is exact on any mesh. Third, the interpolant is the sum of the three one-dimensional interpolants, each exceeding $x^2/2$ by $(x-x_0)(x_0+h-x)/2\ge0$ in a cell starting at $x_0$; the interpolated Fermi surfaces therefore lie inside the true spheres, and the mesh sum is exactly zero for $q>2k_F$. The program tests this at $q=1.1$ bohr$^{-1}$.

At $q=0.5$ bohr$^{-1}$, with errors relative to $12.56637$:

| $h$ (bohr$^{-1}$) | $\zeta_{\rm mesh}$ | relative error | tetrahedra crossed |
|---|---|---|---|
| 0.1 | 12.5128 | $-4.3\times10^{-3}$ | 110 |
| 0.05 | 12.6062 | $+3.2\times10^{-3}$ | 228 |
| 0.025 | 12.5774 | $+8.7\times10^{-4}$ | 452 |
| 0.0125 | 12.5637 | $-2.1\times10^{-4}$ | 908 |

The number of contributing tetrahedra about doubles when $h$ is halved, as expected for a curve. The error falls in size but changes sign, and these four values for one shift do not establish a power law. The finest mesh is tested to $0.5\%$. On that mesh the values at other $q$ are $125.70$ against $2\pi/q=125.66$ at $q=0.05$, $25.143$ against $25.133$ at $q=0.25$, $6.978$ against $6.981$ at $q=0.9$, and $6.311$ against $6.347$ at $q=0.99$ bohr$^{-1}$, tested to $0.5\%$, $0.5\%$, $1.5\%$ and $5\%$. Small $q$ costs no accuracy although the velocities are nearly parallel, in line with the exactness of $b-a$; the exactness is special to the parabolic band, but for any single band evaluated at the shifted corners $b-a\approx\mathbf q\cdot\nabla\varepsilon$ and its interpolation error both scale with $q$, so the relative error of $|\mathbf m|=|\mathbf v_a\times\nabla(b-a)|$ need not grow as $q\to0$. The loss described in section 6 concerns two velocities whose errors are unrelated. The error of $-0.6\%$ relative to $2\pi/q$ at $q=0.99$ is the largest of the scan. The circle is then small, $\rho=0.0705$ bohr$^{-1}$ or under six cubes, and two effects of order $(h/\rho)^2$ or larger compete. The interpolant exceeds the parabola by $h^2/4$ on average, which shrinks the radius by about $h^2/4\rho^2=0.8\%$; the polygonal intersection comes out about $0.65\%$ shorter than $2\pi\rho$, nearly independently of the shift. The weights $1/(\rho_cq)$ depart from $1/(\rho q)$ by an amount that depends strongly on the shift: it is small for the shift used here, so the shortening dominates, while other shifts give total errors of either sign, between about $-1.6\%$ and $+2\%$.

The link to the response function starts from the Lindhard expression at zero temperature, with a factor 2 for spin and occupations $f_{\mathbf k}=\theta(E_F-\varepsilon_{\mathbf k})$,

$$
\chi_0(\mathbf q,\omega)=2\int\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega-(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})+i0}.
$$

Since $\mathrm{Im}\,1/(x+i0)=-\pi\delta(x)$, the imaginary part carries $-\pi\,\delta(\omega-\varepsilon_{\mathbf k+\mathbf q}+\varepsilon_{\mathbf k})$. On its support, for $\omega>0$, $f_{\mathbf k}-f_{\mathbf k+\mathbf q}=\theta(E_F-\varepsilon_{\mathbf k})-\theta(E_F-\varepsilon_{\mathbf k}-\omega)=\int_0^\omega d\nu\,\delta(E_F-\varepsilon_{\mathbf k}-\nu)$. Setting $\varepsilon_{\mathbf k}=E_F-\nu$ in the other delta,

$$
\mathrm{Im}\,\chi_0=-\frac{2\pi}{(2\pi)^3}\int_0^\omega d\nu\;\zeta(\mathbf q;\,-\nu,\ \omega-\nu),
$$

where $\zeta(\mathbf q;E,E')$ is the double-delta integral at the displaced energies $E_F+E$ and $E_F+E'$. This holds for any band. If $\zeta$ is continuous at $(0,0)$, the leading order in $\omega$ is $\mathrm{Im}\,\chi_0=-2\pi\omega\,\zeta(\mathbf q)/(2\pi)^3$.

For the parabolic band the displaced integral is found as before. The difference of energies is $\omega$, so $z_0=(\omega-q^2/2)/q$ with the factor $1/q$, and the $y$ integral gives $2\pi$ if $E_F-\nu-z_0^2/2>0$. This holds for all $\nu\le\omega$ if $k_F^2>z_0^2+2\omega$. Because $(z_0+q)^2=z_0^2+2qz_0+q^2=z_0^2+2\omega$ and $z_0+q=\omega/q+q/2>0$, the condition is $\omega<qk_F-q^2/2$. In that range $\zeta=2\pi/q$ for every $\nu$, and the linear law is exact:

$$
\mathrm{Im}\,\chi_0=-\frac{2\pi}{8\pi^3}\,\omega\,\frac{2\pi}{q}=-\frac{\omega}{2\pi q}.
$$

At $q=0.5$ bohr$^{-1}$ the range ends at $0.125$ Ha. For $\omega=0.01$ Ha, quadrature of the occupation difference against a broadened energy delta gives $-3.1831\times10^{-3}$ bohr$^{-3}$ Ha$^{-1}$, tested against $-\omega/2\pi q$ to $10^{-8}$, and the finest mesh gives $-2\pi(0.01)(12.5637)/(2\pi)^3=-3.1824\times10^{-3}$ bohr$^{-3}$ Ha$^{-1}$, tested against the quadrature to $0.5\%$.

The divergence of $\zeta$ at $q\to0$ does not reach $\mathrm{Im}\,\chi_0$ in this model. The linear law holds only for $\omega<qk_F-q^2/2$, where $|\mathrm{Im}\,\chi_0|$ stays below $(k_F-q/2)/2\pi$, so the range shrinks with $q$ as the slope grows. The same restriction applies within one tetrahedron: the $\nu$ integral samples $I(E,E')$ along the segment from $(0,\omega)$ to $(-\omega,0)$, and while this segment stays on one linear piece of the pyramid the integral equals $\omega\,I(-\omega/2,\omega/2)$ exactly. For nearly parallel velocities $I$ varies fast with the offset $E'-cE=\omega-(1-c)\nu$, on the scale of the width $|\eta|(u_{\max}-u_{\min})$ of the collapsing pyramid. The offset reaches $\max(1,|c|)\,\omega$ in size at an end of the segment, which decides whether a kink or an end of the support is crossed, and it equals $(1+c)\,\omega/2$ at the midpoint, which sets the error of $\omega\,I(0,0)$ when none is crossed. For $c=+1$ the offset is $\omega$ all along the segment and must be small against the distance in $E'$ from the origin to the hull side of its piece, which can be much smaller than the width. For $c=-1$ the midpoint offset vanishes and the variation cancels: in the example with $\eta=0.1$ and $\omega=0.002$ Ha, $I$ runs from $0.21$ to $1.79$ times $I(0,0)$ along the segment but averages to $0.996$ times it, against $1.78$ times it for $c=+1$.

## Computed results

```
h = 0.2 bohr^-1, V = 1.333333e-03 bohr^-3; sigmas 0.003, 0.002 Ha
a_i [Ha]: -0.06 0.05 0.06 -0.04 | b_i [Ha]: -0.02 -0.03 0.09 0.08
va [Ha bohr]: 0.550 0.050 -0.500 | vb: -0.050 0.600 -0.050
va x vb [Ha^2 bohr^2]: 0.29750 0.05250 0.33250 | norm 0.449242
|va| = 0.744983 Ha bohr; angle va,vb = 86.50 deg
endpoint P [bohr^-1]: 0.10526 0.04211 0.00000 | lambda: 0.47368 0.31579 0.21053 0.00000
endpoint Q [bohr^-1]: 0.15000 0.05000 0.05000 | lambda: 0.25000 0.50000 0.00000 0.25000
L = 0.067555 bohr^-1
D12 = 0.00280, S3 = 0.01120, S4 = 0.01330 Ha^2
I: L/|cross| 0.1503759, corner formula 0.1503759 bohr^-3 Ha^-2
I smeared quadrature: 0.1503759, 0.1503759 bohr^-3 Ha^-2
I = 1.37048e-03 A^-3 eV^-2
lambda(mid): 0.36184 0.40789 0.10526 0.12500
weights formula [bohr^-3 Ha^-2]: 0.054412 0.061338 0.015829 0.018797
weights quadrature, sigma->0 [bohr^-3 Ha^-2]: 0.054412 0.061338 0.015829 0.018797
hull area A = 0.01155 Ha^2; apex (E,E') = -0.00182, 0.03333 Ha
peak: clipping 0.346320, 3V/A 0.346320 bohr^-3 Ha^-2
section area = 0.014147 bohr^-2; g(0) = 0.0189899, quadrature 0.0189899 bohr^-3 Ha^-1
b_eta=-a+eta b: eta, angle[deg], I[bohr^-3 Ha^-2], width[Ha], int dE' I, smeared(0.002)
  1.000  139.58    0.15038 0.109455 0.0189899 0.15038
  0.500  157.46    0.30075 0.054727 0.0189899 0.30075
  0.100  175.35    1.50376 0.010945 0.0189899 1.45634
  0.010  179.54   15.03759 0.001095 0.0189899 2.65349
  0.001  179.95  150.37594 0.000109 0.0189899 2.67633
eta=0.5 quadrature, sigma=0.0013 Ha: 0.300752 bohr^-3 Ha^-2
g'' = -14.14141 bohr^-3 Ha^-3
parallel c=-1, d=0.0 Ha, sigma=0.003 Ha: quad 1.782659, formula 1.782659 bohr^-3 Ha^-2
parallel c=-1, d=0.0 Ha, sigma=0.002 Ha: quad 2.676481, formula 2.676481 bohr^-3 Ha^-2
parallel c=-1, d=0.01 Ha, sigma=0.003 Ha: quad 0.110987, formula 0.110987 bohr^-3 Ha^-2
parallel c=-1, d=0.01 Ha, sigma=0.002 Ha: quad 0.005174, formula 0.005174 bohr^-3 Ha^-2
face case a: -0.06 0.05 0.07 0.01 b: 0.00 0.00 0.00 0.08 Ha; fraction 0.500000
edge case a: 0.00 0.00 0.09 -0.03 b: 0.00 0.00 0.02 0.08 Ha; fraction 0.272298
phi = 98.03 deg, phi/2pi = 0.272298; dihedral 45.00 deg
kF = 0.5 bohr^-1, EF = 0.125 Ha, qhat = 0.36 0.48 0.80, shift/h = 0.137 0.291 0.419
q = 0.5, rho = 0.43301, 2 pi rho = 2.72070 bohr^-1; rho q = 0.21651 Ha^2 bohr^2
zeta: 2pi/q 12.56637, smeared definition 12.56637 bohr^-3 Ha^-2
zeta = 0.11453 A^-3 eV^-2
mesh h=0.1 bohr^-1: zeta 12.5128 bohr^-3 Ha^-2, rel err -4.27e-03, tetrahedra 110
mesh h=0.05 bohr^-1: zeta 12.6062 bohr^-3 Ha^-2, rel err +3.17e-03, tetrahedra 228
mesh h=0.025 bohr^-1: zeta 12.5774 bohr^-3 Ha^-2, rel err +8.74e-04, tetrahedra 452
mesh h=0.0125 bohr^-1: zeta 12.5637 bohr^-3 Ha^-2, rel err -2.13e-04, tetrahedra 908
h=0.0125, q=0.05 bohr^-1: mesh 125.6956, 2pi/q 125.6637 bohr^-3 Ha^-2
h=0.0125, q=0.25 bohr^-1: mesh 25.1429, 2pi/q 25.1327 bohr^-3 Ha^-2
h=0.0125, q=0.9 bohr^-1: mesh 6.9777, 2pi/q 6.9813 bohr^-3 Ha^-2
h=0.0125, q=0.99 bohr^-1: mesh 6.3105, 2pi/q 6.3467 bohr^-3 Ha^-2
h=0.0125, q=1.1 bohr^-1: mesh 0.0000 bohr^-3 Ha^-2
omega = 0.01 Ha, linear range up to 0.1250 Ha
Im chi0: definition -3.183099e-03, mesh -3.182419e-03 bohr^-3 Ha^-1
```
